# Single-Valley Donor Binding in Silicon from an Anisotropic Exponential Envelope

## Problem

An electron in one conduction valley of silicon is bound to a singly charged donor. The valley is an ellipsoid with its long axis along $z$. In units of the free-electron mass $m_0$, the effective mass is $m_l$ along $z$ and $m_t$ across it, with $\gamma=m_t/m_l<1$. The donor is treated as a point charge screened by the static relative permittivity $\varepsilon$. Measured from the bottom of the valley, the Hamiltonian for the envelope function is

$$
H=-\frac{\hbar^2}{2m_0}\left[\frac{1}{m_t}\left(\partial_x^2+\partial_y^2\right)+\frac{1}{m_l}\partial_z^2\right]-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.
$$

Coupling to the other five valleys and the altered potential inside the donor's own cell are left out. Use the trial envelope

$$
F=\frac{1}{\sqrt{\pi a^2 b}}\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right].
$$

1. Find $\langle H\rangle$ as a function of $a$ and $\beta=b/a$.
2. Minimise over $a$ at fixed $\beta$, and find the condition that fixes $\beta$.
3. Show that this condition has one solution and that it gives the global minimum. Explain the resulting shape.
4. Examine the limits $\gamma\to1$ and $\gamma\to0$.
5. Evaluate the binding energy for the rough silicon values $m_t=0.19$, $m_l=0.92$, $\varepsilon=11.7$, and judge the quality of the trial function.
6. Estimate the main effects that the model omits, and compare with real donors.

## Solution

### 1. The energy function

Let $a_B$ be the Bohr radius and $\mathrm{Ry}=\hbar^2/(2m_0a_B^2)$. Measure lengths in $a^*=a_B\varepsilon/m_t$. The transverse kinetic prefactor becomes

$$
\frac{\hbar^2}{2m_0m_ta^{*2}}=\mathrm{Ry}\,\frac{m_t}{\varepsilon^2}\equiv \mathrm{Ry}^*.
$$

Since $e^2/(4\pi\varepsilon_0)=2\,\mathrm{Ry}\,a_B$, the Coulomb prefactor is $2\,\mathrm{Ry}\,a_B/(\varepsilon a^*)=2\,\mathrm{Ry}^*$. In units of $\mathrm{Ry}^*$, therefore,

$$
H=-(\partial_x^2+\partial_y^2)-\gamma\,\partial_z^2-\frac{2}{r}.
$$

From here on $a$ and $b$ are in units of $a^*$, until numbers are inserted.

Stretch the coordinates: $x=aX$, $y=aY$, $z=bZ$, with $S^2=X^2+Y^2+Z^2$. The volume element is $a^2b\,d^3S$, which cancels the prefactor of $F^2$ up to $1/\pi$. The norm is

$$
\frac1\pi\int_0^\infty 4\pi S^2e^{-2S}\,dS=4\cdot\frac{2!}{2^3}=1 .
$$

For the kinetic energy, integrate by parts. The gradient of $F$ is bounded at the origin, so the cusp gives no surface term. Because $\partial_xF=-(X/aS)F$,

$$
\langle-\partial_x^2\rangle=\int|\partial_xF|^2d^3r=\frac1{a^2}\left\langle\frac{X^2}{S^2}\right\rangle=\frac1{3a^2}.
$$

The factor $1/3$ is the average over directions of a spherical density. The $y$ term is equal to this one, and the $z$ term is $1/(3b^2)$.

For the Coulomb energy put $u=Z/S$. Then $r=S\sqrt{a^2(1-u^2)+b^2u^2}$. Using $\int_0^\infty Se^{-2S}dS=1/4$,

$$
\left\langle\frac1r\right\rangle=\frac1\pi\,2\pi\,\frac14\int_{-1}^{1}\frac{du}{\sqrt{a^2(1-u^2)+b^2u^2}}=\frac{g(\beta)}a,
$$

$$
g(\beta)=\int_0^1\frac{du}{\sqrt{1-(1-\beta^2)u^2}}=\frac{\arccos\beta}{\sqrt{1-\beta^2}}\qquad(\beta<1).
$$

The last form follows from the arcsine integral and $\arcsin\sqrt{1-\beta^2}=\arccos\beta$. Collecting terms,

$$
E(a,\beta)=\frac{K}{3a^2}-\frac{2g}{a},\qquad K=2+\frac{\gamma}{\beta^2}.
$$

### 2. The two conditions for a minimum

At fixed $\beta$, $E$ is a quadratic in $1/a$ with a positive leading coefficient, so its stationary point is a minimum. Setting $\partial E/\partial(1/a)=2K/(3a)-2g=0$ gives

$$
a=\frac{K}{3g},\qquad E=\frac{3g^2}{K}-\frac{6g^2}{K}=-\frac{3g^2}{K}.
$$

The first term is the kinetic energy and the second is the potential energy. Thus $\langle T\rangle=-E$ and $\langle V\rangle=2E$, the virial relation for a Coulomb potential.

It remains to maximise the binding $f(\beta)=3g^2/K$. Differentiating the closed form of $g$,

$$
g'=-\frac1{1-\beta^2}+\frac{\beta\arccos\beta}{(1-\beta^2)^{3/2}}=-\frac{1-\beta g}{1-\beta^2}.
$$

Also $K'=-2\gamma/\beta^3$, so

$$
\frac{f'}{f}=\frac{2g'}g-\frac{K'}K=\frac2\beta\left[\frac{\gamma}{2\beta^2+\gamma}-h\right],\qquad h=\frac{\beta(1-\beta g)}{(1-\beta^2)g}.
$$

Setting the bracket to zero gives $\gamma=2\beta^2h/(1-h)$. The denominator simplifies because

$$
1-h=\frac{g-\beta^2g-\beta+\beta^2g}{(1-\beta^2)g}=\frac{g-\beta}{(1-\beta^2)g}.
$$

The shape condition is therefore

$$
\gamma=\Gamma(\beta)\equiv\frac{2\beta^3(1-\beta g)}{g-\beta}.
$$

It gives the mass ratio directly for any chosen shape. For a given mass ratio it is solved numerically for $\beta$.

### 3. One minimum, and its shape

**Flattened envelopes, $\beta<1$.** Put $\beta=\cos\theta$ with $0<\theta<\pi/2$, and write $s=\sin\theta$, $c=\cos\theta$. Then $g=\theta/s$ and

$$
\Gamma=\frac{2c^3(s-\theta c)}{\theta-sc}=2c^2\left[\frac{\theta s^2}{\theta-sc}-1\right],
$$

where the second form uses $c(s-\theta c)=\theta s^2-(\theta-sc)$. The bracket is positive, because $s-\theta c$ vanishes at $\theta=0$ and has derivative $\theta s>0$, while $\theta>s>sc$. The factor $c^2$ falls with $\theta$. The bracket also falls if

$$
P=\frac{\theta-sc}{\theta s^2}=\frac1{s^2}-\frac{c}{\theta s}
$$

rises. Its derivative is $P'=-2c/s^3+1/(\theta s^2)+c/(\theta^2s)$, and hence

$$
\frac{s^3P'}{c}=\frac{\tan\theta}{\theta}+\frac{s^2}{\theta^2}-2 .
$$

By the inequality of arithmetic and geometric means, the first two terms sum to at least $2\sqrt{s^3/(\theta^3c)}$. It is enough to prove $s^3>\theta^3c$, or $\psi=s\,c^{-1/3}-\theta>0$. Here $\psi(0)=0$ and, with $s^2=1-c^2$,

$$
\psi'=c^{2/3}+\tfrac13s^2c^{-4/3}-1=\tfrac23c^{2/3}+\tfrac13c^{-4/3}-1>0 .
$$

The last step is the weighted form of the same inequality: the weighted mean exceeds $(c^{2/3})^{2/3}(c^{-4/3})^{1/3}=1$. So $\Gamma$ falls steadily with $\theta$, which means that it rises with $\beta$.

At small $\theta$, $s-\theta c\approx\theta^3/3$ and $\theta-sc\approx2\theta^3/3$, so $\Gamma\to1$. At $\theta\to\pi/2$, $\Gamma\to0$. Each $\gamma$ between 0 and 1 thus has one solution $\beta$. It is a maximum of the binding: $\gamma/(2\beta^2+\gamma)$ increases with $\gamma$ and equals $h$ when $\gamma=\Gamma(\beta)$, so $f'>0$ where $\Gamma(\beta)<\gamma$, below the solution, and $f'<0$ above it.

**Elongated envelopes, $\beta>1$.** The integral form of $g$ still holds, and now $g<1$. The square of a mean does not exceed the mean square, and $1/t$ is convex, so

$$
g^2\le\int_0^1\frac{du}{(1-u^2)+\beta^2u^2}\le\int_0^1\left[(1-u^2)+\frac{u^2}{\beta^2}\right]du=\frac23+\frac1{3\beta^2}.
$$

Consider the claim $(2+\gamma)g^2<2+\gamma/\beta^2$. Both sides are linear in $\gamma$. At $\gamma=0$ it holds because $g<1$; at $\gamma=1$ it holds with $\le$ by the bound just found. It therefore holds for $0\le\gamma<1$. Rearranged, it says $f(\beta)<3/(2+\gamma)=f(1)$. Every elongated envelope binds less than the sphere, which in turn binds less than the flattened optimum. The minimum of $\langle H\rangle$ is global within this trial family.

**Why this shape.** Compare envelopes of equal volume $a^2b$. The product of $1/a^2$, $1/a^2$ and $\gamma/b^2$ is then fixed, so their sum, the kinetic energy, is least when they are equal: $\beta=\sqrt\gamma$. The Coulomb attraction instead favours the sphere over flattened shapes. At fixed volume $a\propto\beta^{-1/3}$, so $\langle1/r\rangle\propto g\beta^{1/3}=\theta c^{1/3}/s$, which is below its spherical value 1 by the inequality $s^3>\theta^3c$.

The optimum lies between these two shapes. To prove the lower limit, show that $f$ is still rising at $\beta=\sqrt\gamma$. There $\gamma/(2\beta^2+\gamma)=1/3$, so the requirement is $h<1/3$, or $3\beta<(1+2\beta^2)g$. With $t=\tan\theta$ this becomes $\arctan t>3t/(3+t^2)$. Both sides vanish at $t=0$, and the derivative of their difference is

$$
\frac1{1+t^2}-\frac{9-3t^2}{(3+t^2)^2}=\frac{4t^4}{(1+t^2)(3+t^2)^2}>0 .
$$

Hence $\sqrt\gamma<\beta<1$. The envelope is compressed along the heavy axis, where confinement costs less kinetic energy, but less than the kinetic term alone would choose.

### 4. Two limits

**Nearly equal masses.** Expanding to order $\theta^2$, $P=2/3+4\theta^2/45$, so the bracket in $\Gamma$ is $1/P-1=1/2-\theta^2/5$. Then

$$
\Gamma=2(1-\theta^2)\left(\tfrac12-\tfrac{\theta^2}5\right)\approx1-\tfrac75\theta^2 .
$$

Since $1-\beta\approx\theta^2/2$, the shape follows $1-\beta\approx\frac5{14}(1-\gamma)$. The binding is $3/(2+\gamma)\approx1+(1-\gamma)/3$ to first order, because the change of shape affects a maximum only at second order. At $\gamma=1$ the trial function is the hydrogen ground state and the binding is $\mathrm{Ry}^*$.

**Very heavy longitudinal mass.** As $\gamma\to0$ at fixed $m_t$, $\beta\to0$ and $g\to\pi/2$. The shape condition becomes $\gamma\approx4\beta^3/\pi$, so $\gamma/\beta^2\approx4\beta/\pi\to0$ and

$$
f\to\frac32\left(\frac\pi2\right)^2=\frac{3\pi^2}8\approx3.70 .
$$

The true binding tends to 4. Dropping the positive $z$ kinetic energy and replacing $1/r$ by the larger $1/\rho$, with $\rho^2=x^2+y^2$, can only increase the binding. It leaves the planar problem, whose ground state $e^{-2\rho}$ has energy $-4$. A product of $e^{-2\rho}$ with a function of $z$ of width $w$ approaches this value if $w\to0$ while $\gamma/w^2\to0$. The exponential ellipsoid is not such a product, and it misses about 7.5% of the true binding in this limit. Its accuracy at silicon's mass ratio must therefore be examined separately.

### 5. Silicon

The mass ratio is $\gamma=0.19/0.92=0.2065$. The units are

$$
\mathrm{Ry}^*=\mathrm{Ry}\,\frac{0.19}{11.7^2}=18.88\ \text{meV},\qquad a^*=a_B\,\frac{11.7}{0.19}=3.259\ \text{nm}.
$$

The shape condition gives $\beta=0.5733$, between $\sqrt\gamma=0.4544$ and 1, with $g=1.172$. Then

$$
K=2+\frac{0.2065}{0.5733^2}=2.628,\qquad a=\frac{2.628}{3(1.172)}=0.7475 .
$$

In physical units $a=2.44$ nm and $b=\beta a=1.40$ nm. The binding energy is

$$
B=\frac{3(1.172)^2}{2.628}\,\mathrm{Ry}^*=1.568\times18.88\ \text{meV}=29.6\ \text{meV},
$$

or 1.09 millihartree. The mean kinetic energy is 29.6 meV and the mean potential energy is $-59.2$ meV, in line with the virial relation.

Two restricted trials show what the free shape contributes. Both use the same masses and permittivity, and each has its own best size. A sphere gives $3/(2+\gamma)$ in effective rydbergs, or 25.7 meV. The shape $\beta=\sqrt\gamma$ has $K=3$ and gives 28.75 meV. Flattening the envelope is thus worth 3.9 meV relative to the sphere.

By the variational principle, 29.6 meV is a lower bound on the binding energy of this Hamiltonian. To see how close it is, the same Hamiltonian was diagonalized in a basis of 18 Laguerre radial functions for each even angular momentum up to 16, after $z$ was stretched to make the kinetic energy isotropic. The result is 29.65 meV. Reducing the basis to 12 radial functions and angular momenta up to 10 changes it by about $3\times10^{-6}$ meV. The trial function misses 0.04 meV, or 0.14% of the large-basis binding. At this mass ratio the uncertainty lies in the model and its parameters, not in the envelope.

### 6. What the model omits

**The donor core and the other valleys.** Static screening by $\varepsilon$ is not complete close to the nucleus. A simple model of the missing attraction is

$$
\delta V=-\frac{e^2}{4\pi\varepsilon_0r}\left(1-\frac1\varepsilon\right)e^{-r/\lambda},
$$

with a rough $\lambda=0.1$ nm. In a direction with $u=\cos\vartheta$, where $\vartheta$ is the angle from $z$, the trial density is $e^{-2qr}/(\pi a^2b)$ with $q^2=(1-u^2)/a^2+u^2/b^2$. The radial integral $\int_0^\infty r\,e^{-r(1/\lambda+2q)}dr=(1/\lambda+2q)^{-2}$ gives a first-order lowering

$$
\Delta=\frac{e^2}{4\pi\varepsilon_0}\left(1-\frac1\varepsilon\right)\frac4{a^2b}\int_0^1\frac{du}{(1/\lambda+2q)^2}=5.2\ \text{meV}.
$$

So short-ranged a potential also scatters the electron between valleys. If all couplings among the six valleys had the same strength, the shift matrix would have every entry equal to $-\Delta$. The in-phase combination of valleys would then be lowered by $6\Delta\approx31$ meV, and the five combinations orthogonal to it would not shift. Equal coupling is generous for this $\delta V$. A transfer between valleys changes the wave vector by some $k$, and for plane waves this reduces the coupling by about $1/(1+k^2\lambda^2)$. With the valleys at roughly 9.8 nm$^{-1}$ from the zone centre, the factor is about 0.34 for each of the four perpendicular valleys and 0.2 for the opposite one. The first-order lowering is then roughly $(1+0.2+4\times0.34)\Delta\approx13$ meV. Including the decay of the trial envelopes raises the factors to about 0.39 and 0.25 and the lowering to about 15 meV. The lattice-periodic parts of the Bloch functions, left out here, change these factors further. They allow transfers shifted by a reciprocal-lattice vector, and by that route the opposite valley is only about 3.5 nm$^{-1}$ away, where the reduction factor is near 0.9. The core potential also pulls the envelope inwards, which lowers the level further. For this $\delta V$ the further lowering is large even within one valley: solving the single-valley problem with $\delta V$ included lowers the level by about 22 meV, four times the first-order value, and a core only 1.5 times stronger lowers it by about 200 meV. This model core is close to binding a state of its own, so first-order theory is not reliable here. The estimate shows that the omitted effect can amount to ten meV or more; it does not predict a level.

**Permittivity.** With the masses fixed, $B\propto\varepsilon^{-2}$. Using $\varepsilon=11.4$ instead of 11.7 raises the binding to $29.6(11.7/11.4)^2\approx31.2$ meV. This change is far larger than the error of the trial function.

**Non-parabolic band.** If the band energy $\epsilon$ obeys $\epsilon(1+\alpha\epsilon)=T$, then $\epsilon\approx T-\alpha T^2$, and the level falls by $\alpha\langle T^2\rangle$. In stretched coordinates the state is spherical, and its squared wave number $Q^2$ has

$$
\langle Q^4\rangle=\frac1\pi\int\left|\nabla_S^2e^{-S}\right|^2d^3S=4\int_0^\infty(S-2)^2e^{-2S}dS=5 .
$$

With $A=1/a^2$ and $C=\gamma/b^2$ in effective units, $T=Q^2[A(1-u^2)+Cu^2]$, where $u$ now refers to the direction of the stretched wave vector. Averaging the squared bracket over directions gives $(8A^2+4AC+3C^2)/15$, so

$$
\langle T^2\rangle=\frac{8A^2+4AC+3C^2}{3}\,\mathrm{Ry}^{*2}.
$$

For a rough $\alpha=0.5$ per eV this gives 2.2 meV. It is an upper estimate of the first-order shift, because the full relation gives $T-\epsilon=\alpha\epsilon^2<\alpha T^2$. The difference matters here: the cusp gives the envelope a long momentum tail, in which $\alpha T$ is not small, and averaging $T-\epsilon$ with the full relation gives about 1.4 meV.

**Temperature, field and doping.** At 300 K the thermal energy is 25.9 meV, close to $B$. The calculation gives the position of the level, not its occupation, which also depends on doping and on the density of band states.

In a field $\mathcal E$, the potential energy on the downhill side is $-D/z-e\mathcal Ez$, with $D=e^2/(4\pi\varepsilon_0\varepsilon)$. Its maximum, at $z=\sqrt{D/(e\mathcal E)}$, is $-2\sqrt{De\mathcal E}$. This top reaches the level $-B$ when $e\mathcal E=B^2/(4D)$, or at about 0.018 MV/cm. This neglects the Stark shift of the level, which is of order half a meV at that field. Tunnelling can empty the donor at lower fields.

The isolated-donor picture also needs low doping. The rough Mott criterion $n^{1/3}(a^2b)^{1/3}=0.25$, with $(a^2b)^{1/3}=2.02$ nm, places the transition to metallic conduction near $2\times10^{18}$ cm$^{-3}$ for the model's envelope. Donor levels already broaden into a band below that density, so the isolated-donor picture needs doping well below it.

**Comparison with real donors.** The masses and permittivity used here are rough values for silicon. Phosphorus, arsenic and antimony donors in silicon have ground-state binding energies of roughly 40 to 55 meV, clearly above the model's 29.6 meV. The assumption that fails most strongly is that of a single valley with a structureless, fully screened donor. The total shortfall is roughly 10 to 25 meV, depending on the element, whereas the model gives every singly charged donor the same energy. The model suits states with little weight at the nucleus better than it suits the ground state, because the core potential shifts them less. The envelope description itself is also strained near the core, since $b=1.40$ nm is only two to three times silicon's lattice constant of roughly 0.54 nm.

The numerical output lists the main values used in sections 5 and 6.

## Table of computed values

```
transverse mass m_t (free masses)          0.19
longitudinal mass m_l (free masses)        0.92
relative permittivity                      11.7
mass ratio gamma                           0.2065
effective rydberg (meV)                    18.884
effective radius (nm)                      3.259
optimal shape beta = b/a                   0.5733
square root of gamma                       0.4544
Coulomb shape factor g                     1.1720
a (effective radii)                        0.7475
b (effective radii)                        0.4286
a (nm)                                     2.436
b (nm)                                     1.397
binding (effective rydbergs)               1.5678
binding energy (meV)                       29.61
binding energy (millihartree)              1.088
mean kinetic energy (meV)                  29.61
mean potential energy (meV)                -59.21
binding, spherical trial (meV)             25.68
binding, trial with beta=sqrt(gamma) (meV) 28.75
binding, large basis (effective rydbergs)  1.5700
binding, large basis (meV)                 29.65
energy missed by the trial (meV)           0.042
change from smaller to larger basis (meV)  2.6e-06
core screening length, rough (nm)          0.1
core shift, one valley (meV)               5.2
core shift, six equal couplings (meV)      31
non-parabolicity, rough (1/eV)             0.5
non-parabolic deepening (meV)              2.2
alternative permittivity                   11.4
binding at alternative permittivity (meV)  31.19
thermal energy at 300 K (meV)              25.85
barrier-lowering field (MV/cm)             0.0178
mean radius (a^2 b)^(1/3) (nm)             2.024
rough Mott density (1/cm3)                 1.9e+18
```
